**Rotating-analyser residual near the plane of incidence**

The program tests $R=1-\alpha^2-\beta^2\simeq4\cot^2\psi\,\sin^2\Delta\,P^2$ for small polariser angle $P$ from the plane of incidence. Here $\alpha$ and $\beta$ are the second-harmonic amplitudes divided by the mean signal, and $r_p/r_s=\tan\psi\,e^{i\Delta}$. It asserts that the closed forms agree with signals sampled from the fields, and that a high-precision Taylor expansion gives the stated quadratic and quartic coefficients. It also asserts the recovery of hidden dial offsets, the noise formula, and the formulas for detector bins, polariser ellipticity, detector polarisation sensitivity and angular spread. For gold with rough optical constants at 633 nm and 70° incidence, the output gives a quadratic coefficient of 4.03 rad⁻² and a curvature of 8.06 rad⁻². A transparent surface of index 1.5 gives zero residual at all sampled polariser angles, to within 10⁻¹², so the method cannot locate its plane of incidence.

## Check in Python

```python
"""
Rotating-analyser ellipsometer: residual used to find the plane of incidence.

Result under test:
  R(P) = 1 - alpha^2 - beta^2
       = 4 tan(psi)^2 tan(P)^2 sin(Delta)^2 / (tan(psi)^2 + tan(P)^2)^2
       = K P^2 + O(P^4),   K = 4 cot(psi)^2 sin(Delta)^2,   R''(0) = 2 K
Symbols:
  P           polariser angle from the plane of incidence (radians)
  A           analyser angle from the plane of incidence (radians)
  alpha, beta cos 2A and sin 2A amplitudes of the signal divided by its mean
  psi, Delta  r_p / r_s = tan(psi) exp(i Delta), fields vary as exp(+i omega t)
Signals are always computed from fields and sampled over the analyser turn;
the derived formulas are compared with those samples.
"""
import numpy as np
import mpmath as mp

DEG = np.pi / 180
rng = np.random.default_rng(12)
TURN = 2 * np.pi * np.arange(60) / 60          # analyser readings in one turn


def signal(P, A, rp, rs, gamma=0.0):
    """Detected intensity; arrays rp, rs are averaged incoherently."""
    rp, rs = np.atleast_1d(rp)[:, None], np.atleast_1d(rs)[:, None]
    in_p = np.cos(P) - 1j * gamma * np.sin(P)
    in_s = np.sin(P) + 1j * gamma * np.cos(P)
    field = rp * in_p * np.cos(A) + rs * in_s * np.sin(A)
    return np.mean(np.abs(field)**2, axis=0)


def harmonics(samples):
    mean = samples.mean()
    return (2 * np.mean(samples * np.cos(2 * TURN)) / mean,
            2 * np.mean(samples * np.sin(2 * TURN)) / mean)


def residual(P, rp, rs, gamma=0.0, detector=0.0):
    s = signal(P, TURN, rp, rs, gamma) * (1 + detector * np.sin(2 * TURN))
    a, b = harmonics(s)
    return 1 - a**2 - b**2


def vertex(func, start, h=5e-3):
    """Minimum and quadratic coefficient from repeated three-point parabolas."""
    c = start
    for _ in range(6):
        low, mid, high = func(c - h), func(c), func(c + h)
        second = low - 2 * mid + high
        c = c - 0.5 * h * (high - low) / second
    return c, second / (2 * h**2)


def interface(Na, Nb, ca, cb):
    return ((Nb * ca - Na * cb) / (Nb * ca + Na * cb),
            (Na * ca - Nb * cb) / (Na * ca + Nb * cb))


def cos_inside(N, theta):
    return np.sqrt(1 - (np.sin(theta) / N)**2 + 0j)


def bare(N, theta):
    return interface(1.0, N, np.cos(theta), cos_inside(N, theta))


def film(N, Nsub, thickness, wavelength, theta):
    c1, c2 = cos_inside(N, theta), cos_inside(Nsub, theta)
    top = interface(1.0, N, np.cos(theta), c1)
    bottom = interface(N, Nsub, c1, c2)
    trip = np.exp(-4j * np.pi * thickness * N * c1 / wavelength)
    return tuple((t + b * trip) / (1 + t * b * trip) for t, b in zip(top, bottom))


def angles(rp, rs):
    rho = rp / rs
    return np.arctan(abs(rho)), np.angle(rho)


def quad_coeff(psi, Delta):
    return 4 * np.sin(Delta)**2 / np.tan(psi)**2


# Closed forms against sampled signals, for random samples and polariser angles
for _ in range(200):
    psi, Delta = rng.uniform(0.1, 1.4), rng.uniform(-np.pi, np.pi)
    P = rng.uniform(-1.4, 1.4)
    T, t = np.tan(psi), np.tan(P)
    rho = T * np.exp(1j * Delta)
    a, b = harmonics(signal(P, TURN, rho, 1.0))
    assert abs(a - (T**2 - t**2) / (T**2 + t**2)) < 1e-12
    assert abs(b - 2 * T * np.cos(Delta) * t / (T**2 + t**2)) < 1e-12
    R = 1 - a**2 - b**2
    assert abs(R - 4 * T**2 * t**2 * np.sin(Delta)**2 / (T**2 + t**2)**2) < 1e-12
    Ep, Es = rho * np.cos(P), np.sin(P)
    circular = 2 * np.imag(np.conj(Ep) * Es) / (abs(Ep)**2 + abs(Es)**2)
    assert abs(R - circular**2) < 1e-12

# Gold mirror, rough typical optical constants at 633 nm
wavelength, theta = 633.0, 70 * DEG
n_gold, k_gold = 0.2, 3.4
N_gold = n_gold - 1j * k_gold
rp, rs = bare(N_gold, theta)
psi, Delta = angles(rp, rs)
T = np.tan(psi)
K = quad_coeff(psi, Delta)
quartic = 2 / 3 - 2 / T**2

# Taylor coefficients at high precision, from the sampled definition
mp.mp.dps = 30


def residual_mp(P):
    rho = mp.tan(mp.mpf(float(psi))) * mp.expj(mp.mpf(float(Delta)))
    mean = ca = sa = mp.mpf(0)
    for j in range(8):
        A = j * mp.pi / 8
        f = rho * mp.cos(P) * mp.cos(A) + mp.sin(P) * mp.sin(A)
        I = mp.re(f)**2 + mp.im(f)**2
        mean += I
        ca += 2 * I * mp.cos(2 * A)
        sa += 2 * I * mp.sin(2 * A)
    return 1 - (ca / mean)**2 - (sa / mean)**2


coef = [float(c) for c in mp.taylor(residual_mp, 0, 4)]
assert max(abs(coef[0]), abs(coef[1]), abs(coef[3])) < 1e-8
assert abs(coef[2] / K - 1) < 1e-8
assert abs(coef[4] / (K * quartic) - 1) < 1e-7

# Sine-squared law at fixed psi, and the second zone near 90 degrees
for D in np.array([10, 40, 90, 130, 170]) * DEG:
    rho = T * np.exp(1j * D)
    h = 1e-3
    measured = residual(h, rho, 1.0) / h**2
    assert abs(measured / np.sin(D)**2 - 4 / T**2) < 1e-4
    far = residual(np.pi / 2 + h, rho, 1.0) / h**2
    assert abs(far / np.sin(D)**2 - 4 * T**2) < 1e-4

# Calibration with hidden dial offsets
P_s, A_s = 1.2 * DEG, -27.4 * DEG
grid = np.arange(-10, 11) * 0.5 * DEG


def raw_harmonics(dial):
    return harmonics(signal(dial - P_s, TURN - A_s, rp, rs))


def fit_window(centre):
    values = []
    for u in grid:
        a, b = raw_harmonics(centre + u)
        values.append(1 - a**2 - b**2)
    c2, c1, _ = np.polyfit(grid, values, 2)
    return centre - c1 / (2 * c2)


def analyser_offset(dial):
    a, b = raw_harmonics(dial)
    return 0.5 * np.arctan2(b, a)


first = fit_window(0.0)
second = fit_window(first)
assert abs(second - P_s) < 0.1 * abs(first - P_s)
assert abs(second - P_s) < 1e-3 * DEG
A_found = analyser_offset(second)
assert abs(A_found - A_s) < 1e-3 * DEG
dP = 0.1 * DEG
dA = analyser_offset(P_s + dP) - A_s
dA_formula = np.cos(Delta) / T * dP
assert abs(dA / dA_formula - 1) < 0.01

# Noise in the fitted polariser offset
sigma, runs = 2e-4, 4000


def noise_pair(D):
    rho = T * np.exp(1j * D)
    ab = np.array([harmonics(signal(x, TURN, rho, 1.0)) for x in grid])
    noisy = ab[:, :, None] + sigma * rng.standard_normal((len(grid), 2, runs))
    c2, c1, _ = np.polyfit(grid, 1 - (noisy**2).sum(axis=1), 2)
    simulated = np.std(-c1 / (2 * c2))
    return simulated, sigma / (quad_coeff(psi, D) * np.sqrt(np.sum(grid**2)))


D_poor = 160 * DEG
noise_gold, noise_gold_formula = noise_pair(Delta)
noise_poor, noise_poor_formula = noise_pair(D_poor)
# quartic term, curvature noise and finite run count together allow a few percent
assert abs(noise_gold / noise_gold_formula - 1) < 0.06
assert abs(noise_poor / noise_poor_formula - 1) < 0.06

# Detector integrates over each analyser bin
width = 2 * np.pi / len(TURN)
nodes, weights = np.polynomial.legendre.leggauss(8)


def binned_residual(P):
    s = sum(0.5 * w * signal(P, TURN + 0.5 * width * x, rp, rs)
            for x, w in zip(nodes, weights))
    a, b = harmonics(s)
    return 1 - a**2 - b**2


eta = np.sin(width) / width
floor = binned_residual(0.0)
bin_min, bin_K = vertex(binned_residual, 0.01)
assert abs(floor - (1 - eta**2)) < 1e-12
assert abs(bin_min) < 1e-8
assert abs(bin_K / (eta**2 * K) - 1) < 1e-3

# Slightly elliptical light from the polariser, both zones
gamma = 1e-3
near, _ = vertex(lambda P: residual(P, rp, rs, gamma), 0.0)
far, _ = vertex(lambda P: residual(P, rp, rs, gamma), np.pi / 2)
near_formula = 0.5 * np.arcsin(2 * gamma / np.tan(Delta) / (1 - gamma**2))
far_shift = far - np.pi / 2
assert abs(near / near_formula - 1) < 1e-3
assert abs(far_shift / near_formula + 1) < 1e-3
two_zone = 0.5 * (near + far_shift)
assert abs(two_zone) < 1e-3 * abs(near)

# Detector response that depends on polarisation
d_det = 1e-3
det_shift, _ = vertex(lambda P: residual(P, rp, rs, detector=d_det), 0.0)
det_formula = d_det * T * np.cos(Delta) / (4 * np.sin(Delta)**2)
assert abs(det_shift / det_formula - 1) < 0.01

# Spread of incidence angles, gold and a transparent surface
half_spread = 0.5 * DEG
fan = theta + np.linspace(-half_spread, half_spread, 41)
n_glass = 1.5


def spread_coeff(N):
    p, s = bare(N, fan)
    h = 1e-3
    sampled = residual(h, p, s) / h**2
    Rp, Rs = np.mean(abs(p)**2), np.mean(abs(s)**2)
    cross = np.mean(np.real(np.conj(p) * s))
    formula = 4 * (Rs / Rp - (cross / Rp)**2)
    assert abs(sampled / formula - 1) < 2e-3
    assert abs(residual(0.0, p, s)) < 1e-12
    return formula


K_spread = spread_coeff(N_gold)
K_glass_spread = spread_coeff(n_glass)
gp, gs = bare(n_glass, theta)
psi_glass, Delta_glass = angles(gp, gs)
glass_max = max(abs(residual(P, gp, gs)) for P in np.linspace(-1.5, 1.5, 61))
assert glass_max < 1e-12

# Finite film thickness
thickness = 100.0
psi_film, Delta_film = angles(*film(N_gold, n_glass, thickness, wavelength, theta))
K_film = quad_coeff(psi_film, Delta_film)
opaque = film(N_gold, n_glass, 5000.0, wavelength, theta)
assert abs(opaque[0] - rp) + abs(opaque[1] - rs) < 1e-12

print(f"Wavelength: {wavelength:.0f} nm; incidence angle: {theta/DEG:.1f} deg")
print(f"Gold, rough constants: n = {n_gold:.1f}, k = {k_gold:.1f}")
print(f"Gold psi: {psi/DEG:.3f} deg; Delta: {Delta/DEG:.3f} deg")
print(f"tan psi: {T:.5f}; sin^2 Delta: {np.sin(Delta)**2:.5f}")
print(f"Quadratic coefficient K: {K:.4f} rad^-2 = {K*DEG**2:.4e} deg^-2")
print(f"Curvature R''(0) = 2K: {2*K:.4f} rad^-2")
print(f"K from Taylor expansion of sampled signal: {coef[2]:.4f} rad^-2")
print(f"Relative quartic coefficient: {quartic:.4f} rad^-2")
for angle in (1, 5):
    x = angle * DEG
    print(f"P = {angle} deg: R = {residual(x, rp, rs):.6f}, K P^2 = {K*x*x:.6f}")
for angle in (45, 60, 70, 80):
    p, D = angles(*bare(N_gold, angle * DEG))
    print(f"Incidence {angle} deg: psi = {p/DEG:.2f} deg, "
          f"Delta = {D/DEG:.2f} deg, K = {quad_coeff(p, D):.3f} rad^-2")
print(f"Hidden offsets: polariser {P_s/DEG:.2f} deg, analyser {A_s/DEG:.2f} deg")
print(f"Fit window: +/-{grid[-1]/DEG:.1f} deg, {len(grid)} points, "
      f"step {(grid[1]-grid[0])/DEG:.1f} deg")
print(f"First fitted polariser offset: {first/DEG:.6f} deg")
print(f"Recentred polariser offset: {second/DEG:.6f} deg")
print(f"Recovered analyser offset: {A_found/DEG:.6f} deg")
print(f"Polariser error {dP/DEG:.2f} deg -> analyser error: "
      f"{dA/DEG:.5f} deg (formula {dA_formula/DEG:.5f} deg)")
print(f"Noise in alpha and beta: {sigma:.1e}; Monte Carlo runs: {runs}")
print(f"Gold offset noise: {noise_gold/DEG:.5f} deg "
      f"(formula {noise_gold_formula/DEG:.5f} deg)")
print(f"Same psi, Delta = {D_poor/DEG:.0f} deg, offset noise: "
      f"{noise_poor/DEG:.5f} deg (formula {noise_poor_formula/DEG:.5f} deg)")
print(f"Analyser bins per turn: {len(TURN)}; bin width: {width/DEG:.1f} deg")
print(f"Bin factor eta: {eta:.6f}; residual floor: {floor:.6f}")
print(f"Polariser ellipticity gamma: {gamma:.1e}")
print(f"Ellipticity shift near 0 deg: {near/DEG:.5f} deg")
print(f"Ellipticity shift near 90 deg: {far_shift/DEG:.5f} deg")
print(f"Size of two-zone mean shift below 1e-6 deg: {abs(two_zone)/DEG < 1e-6}")
print(f"Detector polarisation sensitivity d: {d_det:.1e}")
print(f"Detector shift: {det_shift/DEG:.5f} deg (formula {det_formula/DEG:.5f} deg)")
print(f"Incidence half-spread: {half_spread/DEG:.1f} deg; gold K change: "
      f"{100*(K_spread/K-1):.4f} %")
print(f"Gold film thickness: {thickness:.0f} nm on index {n_glass:.1f}; K change: "
      f"{100*(K_film/K-1):.4f} %")
print(f"Film psi: {psi_film/DEG:.3f} deg; Delta: {Delta_film/DEG:.3f} deg")
print(f"Transparent surface, index {n_glass:.1f}: psi = {psi_glass/DEG:.3f} deg, "
      f"|Delta| = {abs(Delta_glass)/DEG:.1f} deg")
print(f"Transparent surface, largest |R| below 1e-12: {glass_max < 1e-12}")
print(f"Transparent surface K with angular spread: {K_glass_spread:.3e} rad^-2")
print("no test failed")
```

It prints:

```
Wavelength: 633 nm; incidence angle: 70.0 deg
Gold, rough constants: n = 0.2, k = 3.4
Gold psi: 43.510 deg; Delta: 107.699 deg
tan psi: 0.94928; sin^2 Delta: 0.90758
Quadratic coefficient K: 4.0286 rad^-2 = 1.2272e-03 deg^-2
Curvature R''(0) = 2K: 8.0572 rad^-2
K from Taylor expansion of sampled signal: 4.0286 rad^-2
Relative quartic coefficient: -1.5528 rad^-2
P = 1 deg: R = 0.001227, K P^2 = 0.001227
P = 5 deg: R = 0.030319, K P^2 = 0.030680
Incidence 45 deg: psi = 44.37 deg, Delta = 157.05 deg, K = 0.636 rad^-2
Incidence 60 deg: psi = 43.86 deg, Delta = 133.81 deg, K = 2.256 rad^-2
Incidence 70 deg: psi = 43.51 deg, Delta = 107.70 deg, K = 4.029 rad^-2
Incidence 80 deg: psi = 43.59 deg, Delta = 64.77 deg, K = 3.611 rad^-2
Hidden offsets: polariser 1.20 deg, analyser -27.40 deg
Fit window: +/-5.0 deg, 21 points, step 0.5 deg
First fitted polariser offset: 1.197858 deg
Recentred polariser offset: 1.199990 deg
Recovered analyser offset: -27.399997 deg
Polariser error 0.10 deg -> analyser error: -0.03203 deg (formula -0.03203 deg)
Noise in alpha and beta: 2.0e-04; Monte Carlo runs: 4000
Gold offset noise: 0.01186 deg (formula 0.01175 deg)
Same psi, Delta = 160 deg, offset noise: 0.09428 deg (formula 0.09114 deg)
Analyser bins per turn: 60; bin width: 6.0 deg
Bin factor eta: 0.998173; residual floor: 0.003650
Polariser ellipticity gamma: 1.0e-03
Ellipticity shift near 0 deg: -0.01828 deg
Ellipticity shift near 90 deg: 0.01828 deg
Size of two-zone mean shift below 1e-6 deg: True
Detector polarisation sensitivity d: 1.0e-03
Detector shift: -0.00456 deg (formula -0.00455 deg)
Incidence half-spread: 0.5 deg; gold K change: 0.0100 %
Gold film thickness: 100 nm on index 1.5; K change: 0.2843 %
Film psi: 43.469 deg; Delta: 107.696 deg
Transparent surface, index 1.5: psi = 20.636 deg, |Delta| = 0.0 deg
Transparent surface, largest |R| below 1e-12: True
Transparent surface K with angular spread: 1.340e-02 rad^-2
no test failed
```
